**Velocity saturation and carrier heating by Monte Carlo simulation**

For nonpolar optical-phonon scattering in a parabolic band, the drift velocity tends to $\sqrt{8\hbar\omega/[3\pi m(2N+1)]}$ at high field while the mean energy grows as $F^2$. Here $\hbar\omega$ is the phonon energy, $N$ its thermal occupation, $m$ the carrier mass and $F$ the field. The program asserts that a simulation with full phonon thresholds agrees with the closed forms for velocity and energy within 6% at $eFl/\hbar\omega=8$, where $l$ is the mean free path. It also asserts that the counted phonon loss matches the field power within 3%, and that added elastic scattering changes velocity and energy by the derived factors within 10%. In the streaming limit it asserts that velocity and energy stay near $\sqrt{\hbar\omega/2m}$ and $\hbar\omega/3$ while the emission frequency follows the field. For rough silicon-like parameters, the output shows the velocity rising by 6% and the energy by a factor 3.3 between 100 and 200 kV/cm. With a nonparabolic band the energy at 200 kV/cm drops from 0.99 to 0.33 eV, but it still rises by a factor 1.8 over the same interval while the velocity falls by about 2%.

## Verification by program

```python
# Result under test: with nonpolar optical-phonon scattering in a parabolic band,
# the drift velocity saturates at high field F while the mean energy grows as F^2:
#   kTe = (2N+1) [ (e F l)^2 / (3 hw) + hw/2 ],   mean energy = 3 kTe / 2,
#   vd  = (e F l / 3) sqrt(8 / (pi m kTe))  ->  sqrt(8 hw / (3 pi m (2N+1))).
# hw: phonon energy, N: phonon occupation, l: high-energy mean free path, m: mass.
# Counterexample: in the streaming limit both velocity and energy saturate.
# Simulation units: energy hw, velocity v0 = sqrt(2 hw/m), time l/v0,
# momentum m v0, and reduced field phi = e F l / hw.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

rng = np.random.default_rng(12345)
q = sc.e


def rates(energy, occupation, a, elastic):
    """Emission, absorption and elastic rates from the final density of states."""
    def dos(x):
        x = np.maximum(x, 0.0)
        return np.sqrt(x * (1 + a * x)) * (1 + 2 * a * x)
    total = 2 * occupation + 1
    emission = (occupation + 1) / total * dos(energy - 1)
    absorption = occupation / total * dos(energy + 1)
    return emission, absorption, elastic * dos(energy)


def simulate(phi, occupation, cap, steps, burn, a=0.0, elastic=0.0,
             carriers=3000, threshold=1e9, lattice=0.43, streaming=False):
    """Carrier Monte Carlo with null collisions; a = nonparabolicity * hw."""
    gamma = float(sum(rates(np.array(cap), occupation, a, elastic)))
    if streaming:
        pz = rng.random(carriers)
        pt = np.zeros(carriers)
    else:
        p = rng.normal(0, np.sqrt(lattice / 2), (3, carriers))
        pz, pt = p[0], np.hypot(p[1], p[2])
    sum_v = np.zeros(carriers)
    sum_e = np.zeros(carriers)
    sum_rate = above = clipped = 0.0
    net_phonons = 0
    for step in range(steps):
        pz = pz + 0.5 * phi * rng.exponential(1 / gamma, carriers)
        p2 = pz * pz + pt * pt
        energy = 2 * p2 / (1 + np.sqrt(1 + 4 * a * p2))
        em, ab, el = rates(energy, occupation, a, elastic)
        draw = gamma * rng.random(carriers)
        total = em + ab + el
        emit = draw < em
        absorb = (draw >= em) & (draw < em + ab)
        if step >= burn:
            # states at the ends of constant-rate flights give time averages
            sum_v += pz / (1 + 2 * a * energy)
            sum_e += energy
            sum_rate += total.mean()
            above += np.mean(energy > threshold)
            clipped += np.mean(total > gamma)
            net_phonons += int(emit.sum()) - int(absorb.sum())
        hit = np.flatnonzero(draw < total)
        if hit.size:
            new = energy[hit] - emit[hit] + absorb[hit]
            size = np.sqrt(np.maximum(new * (1 + a * new), 0))
            cosine = 2 * rng.random(hit.size) - 1
            pz[hit] = size * cosine
            pt[hit] = size * np.sqrt(1 - cosine**2)
    kept = steps - burn
    assert clipped / kept < 1e-3
    v, e = sum_v / kept, sum_e / kept
    return dict(v=v.mean(), dv=v.std() / np.sqrt(carriers),
                e=e.mean(), de=e.std() / np.sqrt(carriers),
                rate=sum_rate / kept, above=above / kept,
                loss=net_phonons * gamma / (kept * carriers))


def closed_form(phi, occupation):
    """Reduced electron temperature and drift velocity of the derived result."""
    temp = (2 * occupation + 1) * (phi**2 / 3 + 0.5)
    return temp, 2 * phi / (3 * np.sqrt(np.pi * temp))


# Rough silicon-like parameters
hw_eV, mass_ratio, path, T_lat = 0.060, 0.30, 15e-9, 300.0
alpha, gap_eV = 0.5, 1.12
m = mass_ratio * sc.m_e
kT_eV = sc.k * T_lat / q
N = 1 / np.expm1(hw_eV / kT_eV)
v0 = np.sqrt(2 * hw_eV * q / m)
rate_unit = v0 / path


def v_sat(mass, temperature):
    occ = 1 / np.expm1(hw_eV * q / (sc.k * temperature))
    return np.sqrt(8 * hw_eV * q / (3 * np.pi * mass * (2 * occ + 1)))


# Averaged loss with finite phonon steps against the power eF vd
phi_q = 20.0
Tq, vq = closed_form(phi_q, N)
integral = quad(lambda x: np.sqrt(x * (x + 1)) * ((N + 1) * np.exp(-(x + 1) / Tq)
                - N * np.exp(-x / Tq)), 0, 40 * Tq, limit=300)[0]
loss_q = integral / ((2 * N + 1) * np.sqrt(np.pi) / 2 * Tq**1.5)
assert abs(loss_q / (phi_q * vq) - 1) < 0.01

# High-field test: 6 percent covers finite-field corrections of order 1/phi^2
phi_h = 8.0
Th, vh = closed_form(phi_h, N)
high = simulate(phi_h, N, 12 * Th, 6000, 1800, lattice=kT_eV / hw_eV)
assert abs(high['e'] / (1.5 * Th) - 1) < 0.06
assert abs(high['v'] / vh - 1) < 0.06
assert abs(high['loss'] / (phi_h * high['v']) - 1) < 0.03

print(f"phonon energy {hw_eV:.3f} eV, mass {mass_ratio:.2f} m_e, path {path*1e9:.0f} nm")
print(f"lattice {T_lat:.0f} K, kT {kT_eV:.5f} eV, phonon occupation N {N:.4f}")
print(f"lattice mean energy 3kT/2: {1.5*kT_eV:.4f} eV")
print(f"closed-form saturation velocity: {v_sat(m, T_lat)*100/1e7:.3f} 1e7 cm/s")
print(f"crossover field Fc: {np.sqrt(1.5)*hw_eV/path/1e5:.1f} kV/cm")
print(f"loss/power by quadrature at eFl/hw={phi_q:.0f}: {loss_q/(phi_q*vq):.5f}")
print(f"simulation/closed form at eFl/hw={phi_h:.0f}: energy "
      f"{high['e']/(1.5*Th):.3f}, velocity {high['v']/vh:.3f}")

fields = [50, 100, 200]
parabolic, kane = {}, {}
for F, kane_cap in zip(fields, (30, 40, 70)):
    phi = F * 1e5 * path / hw_eV
    Tc, vc = closed_form(phi, N)
    r = simulate(phi, N, 12 * Tc + 5, 2600, 600, threshold=gap_eV / hw_eV,
                 lattice=kT_eV / hw_eV)
    assert abs(r['loss'] / (phi * r['v']) - 1) < 0.03
    parabolic[F] = r
    kane[F] = simulate(phi, N, kane_cap, 2600, 800, a=alpha * hw_eV,
                       threshold=gap_eV / hw_eV, lattice=kT_eV / hw_eV)
    speed, w = r['v'] * v0, r['e'] * hw_eV
    power = F * 1e5 * speed
    print(f"--- field {F} kV/cm, eFl/hw = {phi:.2f}, parabolic simulation")
    print(f"velocity {speed/1e5:.3f} +- {r['dv']*v0/1e5:.3f} 1e7 cm/s "
          f"(closed form {vc*v0/1e5:.3f})")
    print(f"mean energy {w:.4f} +- {r['de']*hw_eV:.4f} eV "
          f"(closed form {1.5*Tc*hw_eV:.4f})")
    print(f"power gained {power/1e12:.3f} eV/ps, "
          f"phonon loss {r['loss']*hw_eV*rate_unit/1e12:.3f} eV/ps")
    print(f"collision rate {r['rate']*rate_unit/1e12:.1f} per ps, "
          f"energy relaxation time {(w-1.5*kT_eV)/power*1e12:.3f} ps")
    print(f"drift energy m vd^2/2: {0.5*m*speed**2/q:.4f} eV")

a1, a2 = parabolic[100], parabolic[200]
ratio_v, ratio_e = a2['v'] / a1['v'], a2['e'] / a1['e']
ratio_rate = a2['rate'] / a1['rate']
assert abs(ratio_v - 1) < 0.15 and ratio_e > 2.5
assert 1.6 < ratio_rate < 2.4
print(f"200 over 100 kV/cm: velocity x{ratio_v:.3f}, energy x{ratio_e:.3f}, "
      f"power x{2*ratio_v:.3f}, rate x{ratio_rate:.3f}")

# Streaming limit: very strong emission at zero lattice temperature
stream = {}
print("--- streaming limit, N = 0")
for phi, cap, steps in ((0.0005, 1.05, 10800), (0.002, 1.12, 4200)):
    s = simulate(phi, 0.0, cap, steps, steps // 6, carriers=400, streaming=True)
    assert abs(s['v'] / 0.5 - 1) < 0.05       # sqrt(hw/2m) = v0/2
    assert abs(s['e'] * 3 - 1) < 0.10         # finite overshoot past threshold
    stream[phi] = s
    print(f"eFl/hw={phi:.4f}: velocity/sqrt(hw/2m) {2*s['v']:.3f}, "
          f"energy/hw {s['e']:.3f}")
ratio_loss = stream[0.002]['loss'] / stream[0.0005]['loss']
assert abs(ratio_loss / 4 - 1) < 0.08
print(f"field x4: phonon emission frequency x{ratio_loss:.3f}")

# Effects left out of the parabolic model, sized for the example
print("--- neglected effects")
for F in fields:
    r = kane[F]
    print(f"nonparabolic ({alpha:.1f}/eV), {F} kV/cm: velocity "
          f"{r['v']*v0/1e5:.3f} 1e7 cm/s, energy {r['e']*hw_eV:.4f} eV")
assert kane[200]['e'] / kane[100]['e'] > 1.3
kappa = 0.5
phi = 200e5 * path / hw_eV
T200 = closed_form(phi, N)[0]
el = simulate(phi, N, 12 * T200, 2600, 600, elastic=kappa, lattice=kT_eV / hw_eV)
T_el = (2 * N + 1) * (phi**2 / (3 * (1 + kappa)) + 0.5)
expected_e = T_el / T200
expected_v = np.sqrt(T200 / T_el) / (1 + kappa)
assert abs(el['e'] / a2['e'] / expected_e - 1) < 0.10
assert abs(el['v'] / a2['v'] / expected_v - 1) < 0.10
print(f"elastic rate {kappa:.1f} of optical, 200 kV/cm: velocity "
      f"x{el['v']/a2['v']:.3f}, energy x{el['e']/a2['e']:.3f}")
print(f"closed-form elastic factors: velocity x{expected_v:.3f}, energy x{expected_e:.3f}")
ion_rate = 1e12
for name, r in (("parabolic", a2), ("nonparabolic", kane[200])):
    share = r['above'] * ion_rate * gap_eV / (200e5 * r['v'] * v0)
    print(f"{name}, 200 kV/cm: fraction above {gap_eV:.2f} eV {r['above']:.4f}, "
          f"ionization/power {share:.4f}")
print(f"(assumed rough ionization rate above gap: {ion_rate/1e12:.0f} per ps)")
print(f"saturation velocity for mass 0.26, 0.33 m_e: {v_sat(0.26*sc.m_e,T_lat)/1e5:.3f}, "
      f"{v_sat(0.33*sc.m_e,T_lat)/1e5:.3f} 1e7 cm/s")
print(f"saturation velocity at 400 K: {v_sat(m,400)/1e5:.3f} 1e7 cm/s")
density, heat_capacity = 1e22, 1.6e6
heating = density * q * 200e5 * a2['v'] * v0 / heat_capacity
print(f"lattice heating at 1e16 cm^-3, 200 kV/cm: {heating*1e-9:.2f} K/ns")
states = 12 * (m * sc.k * T_lat / (2 * np.pi * sc.hbar**2))**1.5
print(f"band-edge occupation at 1e16 cm^-3, 300 K, six valleys: {density/states:.2e}")
wkb = 4 * np.sqrt(2 * m) * (gap_eV * q)**1.5 / (3 * sc.hbar * q * 200e5)
print(f"interband tunnelling exponent at 200 kV/cm: {wkb:.0f}")
print(f"collision broadening hbar*rate at 200 kV/cm: "
      f"{sc.hbar*a2['rate']*rate_unit/q:.4f} eV")
print("checks complete")
```

It prints:

```
phonon energy 0.060 eV, mass 0.30 m_e, path 15 nm
lattice 300 K, kT 0.02585 eV, phonon occupation N 0.1089
lattice mean energy 3kT/2: 0.0388 eV
closed-form saturation velocity: 1.566 1e7 cm/s
crossover field Fc: 49.0 kV/cm
loss/power by quadrature at eFl/hw=20: 0.99997
simulation/closed form at eFl/hw=8: energy 1.016, velocity 1.007
--- field 50 kV/cm, eFl/hw = 1.25, parabolic simulation
velocity 1.281 +- 0.001 1e7 cm/s (closed form 1.118)
mean energy 0.1256 +- 0.0002 eV (closed form 0.1119)
power gained 0.640 eV/ps, phonon loss 0.640 eV/ps
collision rate 16.1 per ps, energy relaxation time 0.136 ps
drift energy m vd^2/2: 0.0140 eV
--- field 100 kV/cm, eFl/hw = 2.50, parabolic simulation
velocity 1.447 +- 0.002 1e7 cm/s (closed form 1.406)
mean energy 0.3039 +- 0.0007 eV (closed form 0.2831)
power gained 1.447 eV/ps, phonon loss 1.447 eV/ps
collision rate 31.4 per ps, energy relaxation time 0.183 ps
drift energy m vd^2/2: 0.0179 eV
--- field 200 kV/cm, eFl/hw = 5.00, parabolic simulation
velocity 1.534 +- 0.003 1e7 cm/s (closed form 1.521)
mean energy 0.9929 +- 0.0038 eV (closed form 0.9681)
power gained 3.068 eV/ps, phonon loss 3.063 eV/ps
collision rate 63.3 per ps, energy relaxation time 0.311 ps
drift energy m vd^2/2: 0.0201 eV
200 over 100 kV/cm: velocity x1.060, energy x3.267, power x2.120, rate x2.014
--- streaming limit, N = 0
eFl/hw=0.0005: velocity/sqrt(hw/2m) 0.999, energy/hw 0.339
eFl/hw=0.0020: velocity/sqrt(hw/2m) 0.999, energy/hw 0.349
field x4: phonon emission frequency x3.998
--- neglected effects
nonparabolic (0.5/eV), 50 kV/cm: velocity 1.114 1e7 cm/s, energy 0.1027 eV
nonparabolic (0.5/eV), 100 kV/cm: velocity 1.198 1e7 cm/s, energy 0.1776 eV
nonparabolic (0.5/eV), 200 kV/cm: velocity 1.179 1e7 cm/s, energy 0.3266 eV
elastic rate 0.5 of optical, 200 kV/cm: velocity x0.799, energy x0.681
closed-form elastic factors: velocity x0.805, energy x0.686
parabolic, 200 kV/cm: fraction above 1.12 eV 0.3359, ionization/power 0.1226
nonparabolic, 200 kV/cm: fraction above 1.12 eV 0.0006, ionization/power 0.0003
(assumed rough ionization rate above gap: 1 per ps)
saturation velocity for mass 0.26, 0.33 m_e: 1.682, 1.493 1e7 cm/s
saturation velocity at 400 K: 1.447 1e7 cm/s
lattice heating at 1e16 cm^-3, 200 kV/cm: 3.07 K/ns
band-edge occupation at 1e16 cm^-3, 300 K, six valleys: 4.04e-04
interband tunnelling exponent at 200 kV/cm: 222
collision broadening hbar*rate at 200 kV/cm: 0.0417 eV
checks complete
```
